# Why a log-normal phonon free-path spectrum has no single dominant peak

## Two boxes with equal heat

Suppose that half of a crystal's thermal conductivity is carried by phonons with free paths between 10 and 100 nm, and the other half by phonons with free paths between 100 and 1000 nm. Which group matters more?

Per nanometre of free path, the first group wins. Its half is packed into 90 nm, while the second half is spread over 900 nm, so the average density is ten times higher in the first box. Per decade of free path, the two are equal, since each box is one decade wide. Both answers are correct. They differ because they divide the same heat by different widths.

A smooth spectrum raises the same issue at every point. Its highest point depends on the width by which the heat is divided. The shift is large when the spectrum falls off gently over a wide range on the short-path side of its peak; a narrow spectrum, even one with a flat top, or a broad one with a steep edge at short paths, can shift very little.

## The contribution of the Jacobian

Let $\Lambda$ be the bulk free path of a phonon, and let $K(L)$ be the part of the lattice thermal conductivity carried by phonons with $\Lambda<L$. The total is $\kappa$. Write $x=\ln\Lambda$, where $\Lambda$ inside the logarithm is measured in nanometres. The logarithm is natural. Two densities can be drawn from the one function $K$:

$$f=\frac{dK}{d\Lambda},\qquad g=\frac{dK}{dx}.$$

A small group of phonons carries the same heat however it is labelled, so $f\,d\Lambda=g\,dx$. Since $dx=d\Lambda/\Lambda$,

$$g=\Lambda f .$$

This factor $\Lambda$ is the Jacobian. The areas under the two curves both equal $\kappa$, but their heights have different units: W/(m K) per nanometre for $f$, and W/(m K) for $g$. Using decades instead of natural logarithms multiplies $g$ by the constant $\ln 10$, which does not move its peak. Nor does drawing $f$ against a logarithmic axis move the peak of $f$. What moves the peak is the multiplication by $\Lambda$.

Taking the logarithm of $f=g/\Lambda$ and differentiating gives

$$\frac{d\ln f}{dx}=\frac{d\ln g}{dx}-1 .$$

There are two contributions to the slope of $f$: the spectrum's own slope per unit logarithm, and a constant $-1$ from the Jacobian. At a smooth peak of $g$ the first contribution is zero, so $f$ is already falling there.

The order of the peaks follows for any spectrum whose maxima exist. Let $g$ be largest at $x_g$ and $f=g e^{-x}$ be largest at $x_f$. Then

$$g(x_f)e^{-x_f}\ge g(x_g)e^{-x_g}\quad\text{and}\quad g(x_g)\ge g(x_f)>0 .$$

Dividing the first inequality by $g(x_f)$ and using the second gives $e^{-x_f}\ge e^{-x_g}$, hence $x_f\le x_g$. The peak per unit length never lies at a longer path than the peak per unit logarithm.

## The contribution of the log-normal shape

How far apart the peaks lie depends on the spectrum. In the log-normal model, heat is normally distributed in $x$, with median path $M$ and logarithmic width $\sigma$. With $m=\ln M$,

$$g=\frac{\kappa}{\sigma\sqrt{2\pi}}\exp\left[-\frac{(x-m)^2}{2\sigma^2}\right].$$

Its slope is $d\ln g/dx=-(x-m)/\sigma^2$, which vanishes at $x=m$. The peak per unit logarithm is therefore at $M$.

The peak of $f$ needs the two slope contributions to cancel:

$$-\frac{x-m}{\sigma^2}-1=0\quad\Longrightarrow\quad x=m-\sigma^2,\qquad \Lambda_f=Me^{-\sigma^2}.$$

The second derivative of $\ln f$ is $-1/\sigma^2$, so this is a maximum.

For a narrow spectrum, $\sigma\ll1$, the two peaks nearly coincide: their separation is about $M\sigma^2$. For a broad one they part exponentially, because the spectrum's own slope changes slowly and one must go far from $M$ before it can balance the Jacobian.

Take a model of gallium arsenide near room temperature, with rough typical values $\kappa=45$ W/(m K), $M=300$ nm and $\sigma=1.3$. Then $\sigma^2=1.69$ and

$$\Lambda_f=300\ \text{nm}\times e^{-1.69}=55.4\ \text{nm}.$$

The peaks differ by a factor $e^{1.69}=5.42$, although they describe the same phonons.

## Weighing the two peaks

A density becomes an amount of heat once a window is chosen. A window of fixed width in nanometres favours $f$; a window of fixed ratio between its ends favours $g$.

| Window | Centred at 55.4 nm | Centred at 300 nm |
|---|---:|---:|
| 10 nm wide | 2.38 % | 1.02 % |
| ends in ratio 2 | 9.21 % | 21.02 % |

The entries are shares of $\kappa$. The ratio window is centred geometrically: around 300 nm it runs from 212 to 424 nm, and around 55.4 nm from 39 to 78 nm. Each peak wins under its own rule and loses under the other.

For narrow windows the margin is the same both ways. At $x=m-\sigma^2$ the exponent of $g$ is $-(\sigma^2)^2/(2\sigma^2)=-\sigma^2/2$, so

$$\frac{g(M)}{g(\Lambda_f)}=e^{\sigma^2/2}.$$

For the other rule, use $f=g/\Lambda$:

$$\frac{f(\Lambda_f)}{f(M)}=\frac{g(\Lambda_f)}{g(M)}\,\frac{M}{\Lambda_f}=e^{-\sigma^2/2}\,e^{\sigma^2}=e^{\sigma^2/2}.$$

Here both equal 2.33. The finite windows in the table give 2.33 and 2.28.

Sliding the 10 nm window along the spectrum puts its best centre at 55.6 nm, slightly above the peak of $f$. The offset can be traced. The best window has equal $f$ at its ends $a$ and $b$. Because $\ln f$ is a parabola in $x$ centred on $\ln\Lambda_f$, this means $ab=\Lambda_f^2$. The centre $c=(a+b)/2$ then obeys $c^2=ab+(b-a)^2/4$, so

$$c=\sqrt{55.4^2+5^2}\ \text{nm}=55.6\ \text{nm}.$$

One property does set $M$ apart. Half of the heat is carried by shorter paths, and that statement does not depend on the plotting variable. By contrast, 9.7 % of the heat lies below the peak of $f$. The agreement between the peak of $g$ and the median comes from the symmetry of the log-normal in $x$; an asymmetric spectrum need not have it. Being the median is also a different matter from dominating: even the factor-of-two window around $M$ leaves out 79 % of the heat.

## Other variables, other peaks

Length and logarithm are two choices among many. Let $u=\Lambda^p$ with $p\neq0$. Then $|du|=|p|\Lambda^p\,|dx|$, and the positive density per unit $u$ is

$$h_p=\frac{g}{|p|\,\Lambda^p}.$$

The Jacobian now contributes $-p$ to the logarithmic slope, so the peak satisfies $-(x-m)/\sigma^2-p=0$, or

$$\Lambda_p=Me^{-p\sigma^2}.$$

The case $p=1$ returns the length peak, and the limit $p\to0$ returns the position of the logarithmic one. The case $p=-1$ has a physical reading. If all phonons share one speed $v$, their scattering rate is $v/\Lambda$, and a spectrum per unit scattering rate peaks at $Me^{\sigma^2}=1626$ nm in the example. Since $p$ can take any nonzero value, and the logarithm covers the remaining case, a suitable variable puts the peak at any chosen positive length.

One variable removes the peak altogether. Let $q=K/\kappa$ be the accumulated share of the heat. Then $dK/dq=\kappa$, a constant. The spectrum is flat in $q$, yet the function $\Lambda(q)$ together with the total $\kappa$ holds the same information as $f$ or $g$.

## What a thin film weighs

A physical question brings its own weighting, which no choice of axis can alter. Consider heat flowing along a film of thickness $d$ whose surfaces scatter phonons diffusely. Assume an isotropic crystal and a relaxation time for each phonon, with bulk free paths unchanged inside the film.

Let $\mu$ be the cosine of the angle between a phonon's direction and the film normal. Phonons leave a surface with no net drift along the film. At distance $z$ from that surface, their drift $\phi$ recovers towards its bulk value $\phi_b$ according to

$$\mu\frac{d\phi}{dz}=\frac{\phi_b-\phi}{\Lambda},\qquad \phi(0)=0,$$

so $\phi/\phi_b=1-e^{-z/(\Lambda\mu)}$. Averaging over the thickness gives

$$\frac1d\int_0^d\left(1-e^{-z/(\Lambda\mu)}\right)dz=1-\frac{\Lambda\mu}{d}\left(1-e^{-d/(\Lambda\mu)}\right).$$

Each direction contributes to the heat flow in proportion to the square of its velocity component along the gradient. Averaged around the film normal, this is proportional to $1-\mu^2$. The integral of $1-\mu^2$ from 0 to 1 is $2/3$, so the normalized weight is $\tfrac32(1-\mu^2)$. Phonons leaving the opposite surface give the same result by symmetry. With $k=\Lambda/d$, the fraction of bulk conductivity that survives is

$$S(k)=1-\frac32k\int_0^1(\mu-\mu^3)\left(1-e^{-1/(k\mu)}\right)d\mu .$$

The film conductivity is then

$$\kappa_{\text{film}}=\int fS\,d\Lambda=\int gS\,dx=\kappa\int_0^1S\,dq .$$

For $d=1000$ nm, all three integrals give 37.2 W/(m K), a reduction of 17 % from bulk. The Jacobian has dropped out.

Now replace the whole spectrum by one path, taken from a peak, at the same $\kappa$ and $d$:

- The length peak, 55.4 nm, gives 44.1 W/(m K). It accounts for 0.9 of the 7.8 W/(m K) lost.
- The logarithmic peak, 300 nm, gives 40.0 W/(m K), or 5.0 of the 7.8 lost.
- The inverse-path peak, 1626 nm, gives 25.7 W/(m K), a loss of 19.3, about two and a half times too large.

Could some other single path serve for every film? In a thick film, where paths comparable with $d$ or longer contribute negligibly to the loss, the exponential in $S$ can be dropped. Since $\int_0^1(\mu-\mu^3)d\mu=\tfrac14$, this leaves $S\approx1-3\Lambda/(8d)$. The loss is linear in $\Lambda$, so the equivalent path is the heat-weighted mean

$$\langle\Lambda\rangle=\frac1\kappa\int g\,e^x\,dx .$$

Completing the square in the exponent,

$$-\frac{(x-m)^2}{2\sigma^2}+x=-\frac{(x-m-\sigma^2)^2}{2\sigma^2}+m+\frac{\sigma^2}{2},$$

and the remaining Gaussian integrates to one. Thus $\langle\Lambda\rangle=Me^{\sigma^2/2}=698$ nm, which is none of the three peaks above. This value rests on the long tail of the model: paths above 1000 nm carry 18 % of the heat but supply 65 % of the mean. The linear limit exists only for spectra whose mean is finite.

In thinner films the loss stops being linear. It is built from the function $y(1-e^{-1/y})$ with $y=k\mu$, whose second derivative is $-e^{-1/y}/y^3<0$. The loss therefore bends downward as the path grows, and the average loss over a broad spectrum is smaller than the loss at the average path. The equivalent path must lie below 698 nm. It is 672 nm for a film of 10 000 nm, 474 nm for 1000 nm and 270 nm for 100 nm. It passes through 300 nm at a thickness near 160 nm, so the logarithmic peak reproduces the loss there, but it does not do so at the three thicknesses listed; at 100 nm it gives 19.3 instead of 20.4 W/(m K).

## Weighing what the model leaves out

The log-normal is a model shape, not a computed spectrum of gallium arsenide. Its assumptions can be changed one at a time, with the other inputs held fixed.

**Shape.** This is the largest change found here for the logarithmic peak. Take a Debye model with one sound speed, classical heat capacity proportional to $\omega^2$ per unit frequency, and $\Lambda=\Lambda_c(\omega_D/\omega)^2$, where $\omega_D$ is the highest frequency and $\Lambda_c$ the shortest path. The contribution per unit frequency is proportional to $\omega^2\Lambda$, a constant. Paths shorter than $L$ belong to frequencies above $\omega_D\sqrt{\Lambda_c/L}$, so

$$\frac{K(L)}{\kappa}=1-\sqrt{\frac{\Lambda_c}{L}},\qquad f=\frac{\kappa}{2}\frac{\Lambda_c^{1/2}}{\Lambda^{3/2}},\qquad g=\frac{\kappa}{2}\left(\frac{\Lambda_c}{\Lambda}\right)^{1/2}.$$

The median is $4\Lambda_c$, and matching it to 300 nm sets $\Lambda_c=75$ nm. This cutoff comes from the matching alone and is not a shortest path of gallium arsenide; the log-normal carries 14 % of the heat below it. Both densities fall throughout, so both are largest at the cutoff, 75 nm. The Jacobian is still present, but it has no smooth peak to move. With the same $\kappa$ and median, the 1000 nm film now conducts 33.8 W/(m K), 9 % below the log-normal result. Matching the median does not fix the size effect. The thick-film limit also changes: here $\int\Lambda f\,d\Lambda\propto\int\Lambda^{-1/2}d\Lambda$ diverges, so there is no mean path, the loss in thick films falls as $d^{-1/2}$ rather than $1/d$, and the equivalent path grows without bound, from about 730 nm for a 1000 nm film to about 2300 nm for 10 000 nm.

**Width.** With $M$ fixed, changing $\sigma$ from 1.3 to 1.1 moves the length peak from 55 to 89 nm; changing it to 1.5 moves the peak to 32 nm. The logarithmic peak stays put. A length peak read from a fitted log-normal is thus sensitive to the fitted width.

**Surfaces.** In the 1000 nm film the spectrum is $gS$ per unit logarithm, still labelled by bulk path. Its peak moves from 300 to 252 nm, and the length peak from 55.4 to 53.5 nm. The factor $S$ adds $d\ln S/dx$ to the logarithmic slope, which shifts each peak in $x$ by $\sigma^2\,d\ln S/dx$, taken at the new peak. That slope is about $-0.10$ at 252 nm but only $-0.02$ at 53.5 nm, so the logarithmic peak moves further. Perfect mirror surfaces would preserve the motion along the film and leave the conductivity at 45 W/(m K).

**Temperature.** If every path scales as $1/T$, warming from 300 to 400 K multiplies all of them by 0.75. The peaks move to about 42 and 225 nm with their ratio unchanged, and the bulk conductivity falls to 33.8 W/(m K) at constant heat capacity. For a Debye temperature of roughly 350 K, the total heat capacity rises by about 3 %, and by about 2 % when each mode is weighted by its share of the conductivity in the Debye model above, a small correction beside the 25 % fall. The $1/T$ rule is an assumption: gallium arsenide need not follow it exactly, and its paths need not all scale alike. A conductivity falling as $T^{-1.25}$, for example, would give 31.4 W/(m K) at 400 K.

**Short paths.** The log-normal extends to zero path, where a free path loses its meaning. The share below one lattice constant, roughly 0.57 nm, is $7\times10^{-7}$. A free path already loses its meaning when it approaches the phonon wavelength, but even the share below 5 nm is only $8\times10^{-4}$, which is negligible here.

A real chip layer may also contain dopants, alloy disorder and imperfect interfaces, whose effects are not sized here. All film results above are for heat flowing along the film in an isotropic crystal; flow across the film is not treated. For the modelled layer, a report of its free paths is safest when it gives the accumulation $K(L)$, or a density together with its variable. A peak position alone says neither how broad the spectrum is nor how much conductivity a given film will lose. The numerical output below lists most of the values used in these comparisons.

## Values computed for the example and the checks

```
GaAs model, rough typical inputs
bulk conductivity: 45.0 W/(m K)
median free path: 300 nm
logarithmic width: 1.30 (no unit)
film thickness: 1000 nm
peak per unit length: 55.4 nm
peak per unit logarithm: 300.0 nm
peak per unit inverse path: 1626 nm
ratio of log peak to length peak: 5.42
height per length at its peak: 0.1072 W/(m K nm)
height per log at its peak: 13.81 W/(m K)
share below length peak: 9.7 %
share below log peak: 50.0 %
share below inverse-path peak: 90.3 %
best centre, 10 nm window: 55.6 nm
best centre, factor-2 window: 300.0 nm
10 nm window at length peak: 2.38 %
factor-2 window at length peak: 9.21 %
10 nm window at log peak: 1.02 %
factor-2 window at log peak: 21.02 %
narrow-window advantage, either way: 2.328
10 nm window advantage: 2.326
factor-2 window advantage: 2.282
film conductivity, log integral: 37.244 W/(m K)
film conductivity, length integral: 37.244 W/(m K)
film conductivity, share integral: 37.244 W/(m K)
film estimate from length peak alone: 44.07 W/(m K)
film estimate from log peak alone: 39.97 W/(m K)
film estimate from inverse-path peak alone: 25.69 W/(m K)
equivalent single path, 100 nm film: 269.5 nm
equivalent single path, 1000 nm film: 473.9 nm
equivalent single path, 10000 nm film: 671.6 nm
thick-film limit, mean path: 698.4 nm
Neglected effects
in-film peak per length: 53.5 nm
in-film peak per log: 251.7 nm
Debye shape, both peaks: 75.0 nm
Debye shape, film conductivity: 33.78 W/(m K)
temperatures compared: 300 and 400 K
length peak when hot: 41.5 nm
log peak when hot: 224.9 nm
bulk conductivity when hot: 33.75 W/(m K)
Debye temperature, rough input: 345 K
heat-capacity rise on heating: 2.9 %
length peak if width is 1.1: 89.4 nm
length peak if width is 1.5: 31.6 nm
lattice constant, rough input: 0.565 nm
share below lattice constant: 6.9e-07 (fraction)
```
